# Coordination Number from the Pair Distribution and Its Sensitivity to the Cutoff

## The form fixed by dimensions and symmetry

A coordination number counts atoms, so it has no dimension. Consider the neighbours of an average atom that lie between the distances $r$ and $r+dr$. Their number $dn$ must be proportional to $dr$ when the shell is thin. It must also be proportional to the density of atoms found there. That density is written $\rho\,g(r)$, where $\rho$ is the mean number density of the material and the dimensionless function $g(r)$, the pair distribution, says how much denser or thinner than average the surroundings are at distance $r$.

The product $\rho g\,dr$ has the dimension of an inverse area. To obtain a pure number it must be multiplied by an area, and once the directions have been averaged over, the only length that describes the shell's shape is $r$. Hence

$$dn = C\,\rho\,r^2 g(r)\,dr ,$$

with $C$ a pure number. If the surroundings have the uniform density $\rho$, then $g=1$ and a sphere of radius $R$ holds $\rho\,(4\pi/3)R^3$ neighbours. Integrating the expression above with $g=1$ gives $C\rho R^3/3$, so $C=4\pi$. The expected result is

$$n(R)=4\pi\rho\int_0^R r^2 g(r)\,dr,\qquad \frac{dn}{dR}=4\pi\rho R^2 g(R). \tag{1}$$

The upper limit $R$ is the cutoff: the distance up to which an atom is called a neighbour. It is part of the definition of $n$. The argument has fixed the form of (1); the two derivations below show which averages make it an identity.

## What is counted

Take $N$ identical atoms in a periodic cubic cell of edge $L$ and fixed volume $V=L^3$, so that $\rho=N/V$. Let $r_{ij}$ be the distance from atom $i$ to the nearest periodic image of atom $j$. The step function $\Theta(x)$ is 1 for $x>0$ and 0 for $x<0$. The mean number of neighbours within $R$ is

$$n(R)=\frac1N\Big\langle\sum_{i}\sum_{j\neq i}\Theta(R-r_{ij})\Big\rangle , \tag{2}$$

where the angle brackets denote the average over all sampled configurations. Each atom serves once as the centre, so each pair appears twice in the double sum. This is intended: if two atoms are neighbours, each has the other as a neighbour. The condition $j\ne i$ keeps the central atom out of its own count.

The cutoff must satisfy $R\le L/2$. Nearest images fill a cube of edge $L$ around the central atom, and a larger sphere would stick out through its faces, where no nearest images are found.

## First derivation: adding shells

Divide the sphere of radius $R$ into thin concentric shells. By (2), the mean number of neighbours between $r$ and $r+dr$ is $n(r+dr)-n(r)=dn$. The volume of the shell is

$$\frac{4\pi}{3}\left[(r+dr)^3-r^3\right]=4\pi r^2dr+4\pi r\,dr^2+\frac{4\pi}{3}dr^3 ,$$

and the last two terms vanish relative to the first as $dr\to0$. The mean density of neighbours in the shell is therefore $dn/(4\pi r^2dr)$. The pair distribution is defined as this density divided by $\rho$:

$$g(r)=\frac{1}{\rho}\,\frac{1}{4\pi r^2}\frac{dn}{dr}. \tag{3}$$

Multiplying by $4\pi\rho r^2$ gives $dn/dr=4\pi\rho r^2g(r)$, the second half of (1). Integrating from 0 to $R$ and using $n(0)=0$, since no two atoms coincide, gives the first half.

The same reasoning holds for the finite bins of a histogram. A bin of width $\Delta$ centred at $r$ has the volume

$$\frac{4\pi}{3}\left[\left(r+\tfrac{\Delta}{2}\right)^3-\left(r-\tfrac{\Delta}{2}\right)^3\right]=4\pi r^2\Delta+\frac{\pi}{3}\Delta^3 .$$

Replacing it by $4\pi r^2\Delta$ makes an error of $\Delta^2/(12r^2)$ relative to $4\pi r^2\Delta$. For $\Delta=0.05$ Å and $r=2.4$ Å this is about $4\times10^{-5}$, which is negligible here.

## Second derivation: the joint density of pairs

The second route begins with positions in space and brings in spheres at the end. Define the joint density of finding one atom at $\mathbf x$ and a different one at $\mathbf y$:

$$\rho_2(\mathbf x,\mathbf y)=\Big\langle\sum_i\sum_{j\ne i}\delta(\mathbf x-\mathbf r_i)\,\delta(\mathbf y-\mathbf r_j)\Big\rangle .$$

If atoms were placed without regard to each other in a large uniform system, this would be $\rho\cdot\rho=\rho^2$. That suggests measuring correlations relative to $\rho^2$. Set $\mathbf y=\mathbf x+\mathbf s$, average over the position $\mathbf x$ in the cell, and define the directional pair distribution $g(\mathbf s)$ by

$$\rho^2 g(\mathbf s)=\frac1V\int_V\rho_2(\mathbf x,\mathbf x+\mathbf s)\,d^3x .$$

The first delta function sets $\mathbf x=\mathbf r_i$, and the second then becomes $\delta(\mathbf r_i+\mathbf s-\mathbf r_j)$. With $\mathbf r_{ij}=\mathbf r_j-\mathbf r_i$, taken to the nearest image,

$$\rho^2 g(\mathbf s)=\frac1V\Big\langle\sum_i\sum_{j\ne i}\delta(\mathbf s-\mathbf r_{ij})\Big\rangle . \tag{4}$$

Now integrate both sides over the ball $|\mathbf s|<R$. Each delta function contributes 1 if $r_{ij}<R$ and 0 otherwise, which is $\Theta(R-r_{ij})$. By (2) the double sum then averages to $N\,n(R)$, so

$$\rho^2\int_{|\mathbf s|<R}g(\mathbf s)\,d^3s=\frac{N}{V}\,n(R)=\rho\,n(R).$$

One factor of $\rho$ cancels. It belonged to the central atom, which is now given. In spherical coordinates $d^3s=r^2dr\,d\Omega$, and with the directional average

$$g(r)=\frac1{4\pi}\int g(\mathbf s)\,d\Omega$$

the angular integral produces the factor $4\pi$:

$$n(R)=\rho\int_0^R r^2\left[\int g(\mathbf s)\,d\Omega\right]dr=4\pi\rho\int_0^R r^2g(r)\,dr .$$

Differentiating with respect to the upper limit gives the integrand at $r=R$, which is the slope in (1).

This route also yields a sum rule. Integrating (4) over the whole cell makes every one of the $N(N-1)$ ordered pairs contribute 1. Dividing by $\rho=N/V$ gives

$$\rho\int_V g(\mathbf s)\,d^3s=N-1 .$$

For a finite number of atoms placed independently and uniformly, $g$ is constant, and the sum rule gives $g=(N-1)/(\rho V)=1-1/N$. The value is slightly below 1 because the central atom is not available as its own neighbour. With 64 atoms the reduction is 1.6 %.

## What each derivation assumes

The first derivation uses distances alone. It needs the averaged count $n(r)$ to have a derivative, and it defines $g$ as that derivative in suitable units. The second needs a joint density in space and an average over the position of the pair. In return it keeps the direction of the separation until the last step and supplies the sum rule. The $g(r)$ of the two routes is the same function, because both reproduce the count (2) for every allowed $R$.

Neither derivation assumes thermal equilibrium, a particular force law or an isotropic material. The directional average is an operation applied to the data. Formula (1) can therefore be used for a rapidly cooled sample that is far from equilibrium, whether its atoms were moved by a classical potential or by forces from an electronic-structure calculation.

Both derivations fix the volume. Dividing (4) by $\rho$ gives

$$\rho\,g(\mathbf s)=\frac1N\Big\langle\sum_i\sum_{j\ne i}\delta(\mathbf s-\mathbf r_{ij})\Big\rangle ,$$

which no longer contains $V$. If a slab is surrounded by vacuum, enlarging the cell lowers $\rho$ and raises $g$ by the same factor, and the coordination number is unchanged. A wrong result follows if $\rho$ is taken from one volume and $g$ was normalized with another. If the volume fluctuates during sampling, the product $\rho g$ has to be averaged, since the average of a product is in general not the product of the averages.

The slope formula fails where $g$ is not an ordinary function. In a motionless perfect crystal all distances are sharp, $n(R)$ is a staircase, and its derivative is zero between steps and undefined on them. A coordination number is insensitive to the cutoff where a step of the staircase is wide. Where steps lie close together the cutoff still matters: in a body-centred cubic crystal an atom has 8 nearest neighbours and 6 more only 15 % farther away. Diamond has a wide step. In the diamond lattice with cubic edge $a=5.43$ Å, the nearest neighbours lie at $\sqrt3a/4=2.35$ Å and the next at $a/\sqrt2=3.84$ Å. Between them $g=0$, and $n=4$ for every cutoff. Direct counts at 2.6 and 3.6 Å both give 4.

## How strongly the answer depends on the cutoff

For two cutoffs, (1) gives

$$n(R_2)-n(R_1)=4\pi\rho\int_{R_1}^{R_2}r^2g(r)\,dr .$$

Since $g$ cannot be negative, $n$ never decreases with $R$, and it is constant across an interval only if $g$ vanishes there, except possibly on a set of points of zero total length. Write $T(R)=dn/dR$. For a window of half-width $h$ centred at $R$, expand $T(R+x)\approx T+T'x+\tfrac12T''x^2$ and integrate from $-h$ to $h$. The linear term cancels by symmetry, and $\int_{-h}^{h}x^2dx=2h^3/3$, so

$$n(R+h)-n(R-h)\approx 2h\left[T(R)+\frac{h^2}{6}T''(R)\right]. \tag{5}$$

At a minimum of $T$ the second derivative is positive or zero, so to this order the slope alone does not overestimate the change.

A relative measure is often easier to judge. Let $\bar g(R)$ be the volume average of $g$ inside the sphere, so that $n=(4\pi/3)\rho R^3\bar g$. Then

$$\frac{d\ln n}{d\ln R}=\frac{R}{n}\frac{dn}{dR}=\frac{R\cdot4\pi\rho R^2g(R)}{(4\pi/3)\rho R^3\bar g(R)}=\frac{3g(R)}{\bar g(R)} . \tag{6}$$

In uncorrelated surroundings $g=\bar g$, and a cutoff larger by 1 % raises $n$ by about 3 %, as the volume requires. In a gap the sensitivity is zero.

Two rules suggest themselves for choosing $R$ after the first peak: the radius $r_g$ where $g$ is smallest, or the radius $r_T$ where $r^2g$, and hence $dn/dR$, is smallest. They differ if the minimum is not empty. At an interior minimum of a smooth $g$,

$$\frac{d}{dr}(r^2g)=2rg+r^2g'=2r_g\,g(r_g)>0 ,$$

because $g'(r_g)=0$. So $r^2g$ is already rising at $r_g$, and its own minimum, if there is one nearby, lies at a smaller distance. To estimate the shift, use $g'(r)\approx g''(r_g)(r-r_g)$ in the condition $2g+rg'=0$:

$$r_T-r_g\approx-\frac{2g(r_g)}{r_g\,g''(r_g)} . \tag{7}$$

This holds when the shift is small compared with the width of the minimum. A shallower, better-filled minimum of the same width separates the two rules more than a deep one. If the minimum of $g$ is too shallow, $r^2g$ rises all the way through it, $r_T$ does not exist, and (7) must not be used.

## Worked example: silicon cooled from the liquid

Four independent cells of 64 silicon atoms were simulated at $\rho=0.050$ Å$^{-3}$, which gives $L=10.86$ Å and allows cutoffs up to 5.43 Å. The forces come from the Stillinger–Weber potential, an empirical classical model. The liquid was sampled at a nominal 3000 K, cooled to 300 K in 10 ps, and sampled again. The cooling rate, $2.7\times10^{14}$ K/s, is enormous, and the cells are small. The numbers illustrate the analysis of such samples and do not predict the coordination of deposited amorphous silicon.

Formula (1) was tested by obtaining $g$ without the shell-volume formula: uniformly random points measured the volume of each shell. Integrating this $g$ to 3.0 Å gives 5.08 for the liquid and 4.69 for the cooled sample. Direct counting gives 5.07 and 4.69 (4.694 against 4.685 before rounding). The differences are 0.2 % of the count or less, within the 2 % allowed for the noise of the random points. Because this $g$ is built from the same counts, the comparison tests only the geometric factor $4\pi r^2$; any set of counts would pass it.

For the cooled sample, values around the first minimum are listed below; $g$ and $dn/dR$ are averages over windows 0.1 Å wide centred at $R$. The digits belong to these four cells. A quench with other random numbers, or in a cell of 216 atoms, moves $n$ by up to 0.07, the slope by up to 0.2 Å$^{-1}$ at 2.9 Å and 0.6 Å$^{-1}$ at 3.1 Å, the curvature $T''$ by up to a factor of two, and the shares of four- and fivefold atoms by about 4 percentage points.

| $R$ (Å) | $n$ | $g$ | $dn/dR$ (Å$^{-1}$) |
|---|---|---|---|
| 2.7 | 3.99 | 0.89 | 4.06 |
| 2.8 | 4.28 | 0.47 | 2.31 |
| 2.9 | 4.48 | 0.37 | 1.95 |
| 3.0 | 4.69 | 0.40 | 2.24 |
| 3.1 | 4.96 | 0.57 | 3.41 |

**Slope at the minimum.** At 2.9 Å, with $g=0.369$,

$$\frac{dn}{dR}=4\pi(0.050)(2.9)^2(0.369)\ \text{Å}^{-1}=1.95\ \text{Å}^{-1}.$$

Moving the cutoff from 2.9 to 3.0 Å should then add about $1.95\times0.1=0.20$ neighbours, and the counts rise by 0.20. The relative sensitivity is $R\,T/n=2.9\times1.95/4.48=1.26$, so a 1 % larger cutoff gives a coordination number about 1.3 % larger.

**A wider shift.** From 2.7 to 3.1 Å the slope at the centre predicts $0.4\times1.95=0.78$, whereas the count rises by 0.97. The curvature accounts for most of the difference. From the three middle rows,

$$T''\approx\frac{2.307-2(1.952)+2.241}{(0.1)^2}=64\ \text{Å}^{-3},$$

and (5) with $h=0.2$ Å gives $0.4\,[1.95+0.04\times64/6]=0.95$.

**The two cutoff rules.** A search in steps of 0.02 Å, with counts averaged over windows 0.2 Å wide, places both minima at 2.92 Å, where $n=4.52$. This does not contradict the inequality, because the expected shift is only about one step, too small for this search to resolve reliably. The tabulated values give $g''\approx(0.468-2(0.369)+0.396)/(0.1)^2=12.6$ Å$^{-2}$, and (7) becomes

$$r_T-r_g\approx-\frac{2(0.37)}{2.92\times12.6}\ \text{Å}=-0.02\ \text{Å}.$$

In this sample the choice between the two rules changes $n$ by about $0.02\times2=0.04$, far less than the choice between 2.7 and 3.1 Å.

**A misleading value of four.** At 2.7 Å the mean is 3.99, as if the sample were a perfect tetrahedral network. The distribution says otherwise: 69 % of the atoms have four neighbours, 15 % have three or fewer, and 16 % have five. Deficits and excesses cancel in the mean. The slope there, 4.06 Å$^{-1}$, is also twice that at the minimum. At 2.9 Å, 53 % of the atoms have four neighbours and 43 % have five; at 3.1 Å the shares are 30 % and 49 %, and another 21 % have six or more. The share of "defects", atoms without exactly four neighbours, thus rises from 31 % at 2.7 Å to 70 % at 3.1 Å, a larger relative change than that of the mean. The function $g(r)$ alone cannot supply this share, because (1) fixes the mean of the distribution and not its shape.

**Comparison with the liquid.** At 2.92 Å the liquid has $dn/dR=6.5$ Å$^{-1}$, against 2.0 Å$^{-1}$ for the cooled sample. At 3.0 Å its $g$ is 1.12 while the average inside the sphere is 0.90, so (6) gives $3\times1.121/0.898=3.75$. Finite differences of the direct count give 3.80. The value exceeds 3 because the sphere includes the empty core around each atom, which lowers $\bar g$ below $g(R)$.

The cutoff can even decide which state appears more highly coordinated. At 2.7 Å the liquid has 3.02 neighbours and the cooled sample 3.99. At 3.1 Å the liquid has 5.69 and the cooled sample 4.96. The order reverses close to 2.9 Å, where the gap of 0.07 is about one standard error; by 3.0 Å the liquid is clearly ahead. A statement that cooling raises or lowers the coordination has no content here until the cutoff, or the rule that fixes it, is given. The reversal refers to one cutoff shared by both states. In the liquid, $dn/dR$ is nearly flat with its smallest value near 3.0 to 3.1 Å, while $g$ keeps falling to a shallow minimum near 3.5 Å, where $n\approx8$. There the two rules differ by roughly three neighbours and (7) does not apply; with each state cut at its own minimum of $g$, the liquid is much the more highly coordinated.

**Sampling error and cutoff dependence.** At 2.9 Å the four cooled cells give 4.56, 4.54, 4.53 and 4.30. Their mean is 4.48 with a standard error of 0.06, itself a rough estimate since it rests on four values, one of them well apart from the rest. Dividing by the slope converts it into an equivalent change of cutoff:

$$\Delta R=\frac{0.061}{1.95}\ \text{Å}\approx0.03\ \text{Å}.$$

A cutoff moved by 0.03 Å changes the result as much as one standard error. The move from 2.7 to 3.1 Å changes it by 0.97, about sixteen standard errors. Additional independent cells would reduce the statistical error, but they would not remove the dependence on $R$, which belongs to the quantity being measured. A usable report for such a sample gives the cutoff and the slope along with the value: $n=4.48\pm0.06$ at $R=2.9$ Å, with $dn/dR\approx2$ Å$^{-1}$. The remaining cutoffs are listed in the numerical output.

## Values computed for the example and the checks

```
Cells: 4, atoms per cell: 64, snapshots per state: 80
Density: 0.050 atoms/A^3; cell edge L: 10.858 A; L/2: 5.429 A
Time step: 2.0 fs; melt: 2.0 ps; each sampling: 1.6 ps
Cooling 3000 K to 300 K in 10.0 ps; settling: 0.8 ps
Cooling rate: 2.70e+14 K/s
Measured temperature: liquid 2966 K, solid 302 K
Rms displacement from start to end of liquid run: 5.34 A
Diamond lattice energy: -4.3366 eV/atom
Diamond neighbours within 2.6 A: 4.000, within 3.6 A: 4.000
liquid, R = 3.0 A: integral of g 5.076, direct count 5.070
glass, R = 3.0 A: integral of g 4.694, direct count 4.685
Liquid at 3.0 A: g = 1.121, mean g in sphere = 0.898
Liquid slope dn/dR: formula 6.34, count 6.37 per A
Liquid d ln n/d ln R: formula 3.75, count 3.80
Cutoff table: R (A), solid n, solid g, solid dn/dR (1/A), liquid n
  2.6  3.419  1.843  7.828  2.223
  2.7  3.986  0.887  4.062  3.020
  2.8  4.280  0.468  2.307  3.759
  2.9  4.483  0.369  1.952  4.418
  3.0  4.685  0.396  2.241  5.070
  3.1  4.957  0.565  3.409  5.691
  3.2  5.378  0.771  4.958  6.324
  3.3  5.935  0.847  5.793  6.966
  3.4  6.477  0.694  5.043  7.624
Solid, least sensitive cutoff: 2.92 A, n = 4.523, dn/dR = 2.012 per A
Solid, minimum of g: 2.92 A, n = 4.523, g = 0.374
Liquid dn/dR at 2.92 A: 6.512 per A
Solid, percent of atoms with <=3, 4, 5, >=6 neighbours:
  R = 2.7 A: 15.0, 68.8, 16.0, 0.1
  R = 2.9 A: 0.5, 53.4, 43.3, 2.7
  R = 3.1 A: 0.0, 29.8, 49.0, 21.2
Solid n at 2.9 A, cell by cell: 4.564, 4.539, 4.529, 4.300
Standard error of their mean: 0.061
Shift of solid n from R = 2.7 to 3.1 A: 0.971
```
